# How PW92 fixes beta1 and beta2 and its low-density powers

## High density: two coefficients that are not free

Anyone who refits the PW92 correlation energy to a new set of uniform-gas energies must first decide which parameters the least-squares routine may vary. If $\beta_1$ and $\beta_2$ are left free, the fit can lower its residual at moderate density and spoil the limit of high density. If they are held at their old values while the high-density constants are changed, the same limit is spoiled in another way. The right course is to compute both from two constants of the gas before the fit begins, and the reason lies in how the functional form behaves at small $r_s$.

Hartree atomic units are used throughout. The gas has equal numbers of up and down spins and density $n$. The length $r_s$ is the radius of the sphere that holds one electron, so $4\pi r_s^3/3=1/n$. The correlation energy per electron is represented by

$$G(r_s)=-2A(1+\alpha_1r_s)\ln\!\left[1+\frac{1}{2AQ}\right],$$

$$Q=\beta_1r_s^{1/2}+\beta_2r_s+\beta_3r_s^{3/2}+\beta_4r_s^{p+1}.$$

In the published set for this gas $p=1$. All parameters are positive, so the logarithm is positive and $G$ is negative at every density.

The information to be built in is the expansion of the correlation energy for $r_s\to0$,

$$\varepsilon_c=c_0\ln r_s-c_1+c_2r_s\ln r_s-c_3r_s+\cdots .$$

Two features matter here: the values of $c_0$ and $c_1$, and the absence of a term proportional to $r_s^{1/2}$. The second is a separate piece of information, and without it $\beta_2$ would stay undetermined.

To expand $G$, put $x=r_s^{1/2}$. Since $1+1/(2AQ)=(1+2AQ)/(2AQ)$,

$$\ln\!\left[1+\frac1{2AQ}\right]=-\ln(2AQ)+\ln(1+2AQ).$$

This identity separates the part that diverges as $Q\to0$ from a part that vanishes. Define $g=2A\beta_1$, $b_2=\beta_2/\beta_1$ and $b_3=\beta_3/\beta_1$. For $p=1$ the last term of $Q$ is of order $x^4$, hence

$$2AQ=gx\left[1+b_2x+b_3x^2+O(x^3)\right].$$

At leading order the logarithm is $-\ln(gx)$, and $\ln x=\tfrac12\ln r_s$. Therefore

$$G=2A\ln(gx)+o(1)=A\ln r_s+2A\ln(2A\beta_1)+o(1).$$

The prefactor 2 in $G$ cancels the $\tfrac12$ that comes from the square root. Comparison with the required expansion gives

$$A=c_0,\qquad 2c_0\ln(2c_0\beta_1)=-c_1 .$$

Division by $2c_0$, exponentiation and a further division by $2c_0$ yield

$$\boxed{\beta_1=\frac{1}{2c_0}\exp\!\left(-\frac{c_1}{2c_0}\right)} .$$

The next order needs both logarithms. With $\ln(1+z)=z-z^2/2+\cdots$,

$$-\ln(2AQ)=-\ln(gx)-b_2x-\left(b_3-\tfrac12b_2^2\right)x^2+O(x^3),$$

$$\ln(1+2AQ)=gx+\left(gb_2-\tfrac12g^2\right)x^2+O(x^3).$$

The factor $1+\alpha_1r_s=1+\alpha_1x^2$ does not affect the term linear in $x$. After multiplication by $-2A$ that term is

$$2A(b_2-g)x=2A\left(\frac{\beta_2}{\beta_1}-2A\beta_1\right)r_s^{1/2}.$$

It must vanish. Since $A\neq0$, this requires

$$\boxed{\beta_2=2A\beta_1^2} .$$

The two logarithms each produce a square-root term, with opposite signs, and $\beta_2$ is set so that they cancel.

With $b_2=g$ the terms of order $x^2$ in the logarithms add to $-b_3+\tfrac12g^2+g^2-\tfrac12g^2=g^2-b_3$. The factor $\alpha_1x^2$ multiplies the leading logarithm and adds $-\alpha_1x^2\ln(gx)$. Multiplying the sum by $-2A$ and writing $\ln x=\tfrac12\ln r_s$ gives

$$c_2=A\alpha_1,\qquad c_3=2A\left[g^2-\frac{\beta_3}{\beta_1}-\alpha_1\ln g\right].$$

Thus $\alpha_1$ and $\beta_3$ first act at order $r_s\ln r_s$ and $r_s$. They can be fitted without disturbing $\beta_1$ or $\beta_2$. For another exponent $p$, the last term of $Q$ is smaller than the first by $r_s^{p+1/2}$. It stays out of the square-root order for $p>0$, and out of the order $r_s$ for $p>1/2$.

For numbers, take $c_0=(1-\ln2)/\pi^2=0.0310907$ hartree, which is derived below, and the constant used in the published construction, $c_1=0.046644$ hartree. Then $-c_1/(2c_0)=-0.750128$, so

$$g=e^{-0.750128}=0.472306,$$

$$\beta_1=\frac{0.472306}{0.0621814}=7.5956,\qquad \beta_2=g\beta_1=3.5875 .$$

The fitted values $\alpha_1=0.21370$, $\beta_3=1.6382$ and $\beta_4=0.49294$ complete the set. They give $c_2=0.006644$ and $c_3=0.010428$ in atomic units. These two numbers are consequences of the fit and are not independent information about the gas.

At $r_s=0.01$ bohr the first two terms give $-0.143178-0.046644=-0.189822$ hartree. The next two add $-0.000306-0.000104$, for a total of $-0.190232$. The full form gives $-0.190234$. Other densities compare as follows, in hartree:

| $r_s$ (bohr) | $G$ | two terms | four terms |
|---|---|---|---|
| 0.001 | −0.261467 | −0.261411 | −0.261467 |
| 0.1 | −0.120879 | −0.118233 | −0.120806 |
| 1 | −0.059774 | −0.046644 | −0.057072 |

At $r_s=1$ the four-term series is 4.5% too small in magnitude, relative to $G$. The expansion variable $g\sqrt{r_s}$ is then 0.47, which is no longer small.

A value of $\beta_2$ that is 10% too large leaves a term $2A(0.1g)r_s^{1/2}=0.00294\,r_s^{1/2}$. At $r_s=0.01$ it amounts to 0.00029 hartree, comparable with the 0.00041 hartree by which $G$ differs from its first two terms. The spurious term would therefore mask much of the real correction.

Changes of the inputs are equally easy to follow. At fixed $c_0$, differentiation of $\ln\beta_1$ gives $\delta\beta_1/\beta_1=-\delta c_1/(2c_0)$. Raising $c_1$ by 0.0001 hartree lowers $\beta_1$ by 0.16% and $\beta_2$ by twice that fraction.

The logarithm itself comes from the $1/q^2$ growth of the Coulomb interaction at wavevectors small compared with the Fermi wavevector, and its coefficient can be found in the random-phase approximation (RPA). An infinite range is not required: a force screened over a fixed length gives the same logarithm as $r_s\to0$, because that length becomes long compared with the scales of the gas. There the density response at interaction strength $\lambda$ is $\chi_\lambda=\chi_0/(1-\lambda v\chi_0)$, with $v=4\pi/q^2$. The correlation part of the interaction energy is $-\tfrac12v(\chi_\lambda-\chi_0)$ integrated over wavevector and imaginary frequency. Integrating over $\lambda$ from 0 to 1 turns it into

$$\varepsilon_c^{\rm RPA}=\frac1{2n}\int\!\frac{d^3q}{(2\pi)^3}\int_{-\infty}^{\infty}\!\frac{d\omega}{2\pi}\left[\ln(1-v\chi_0)+v\chi_0\right].$$

For free electrons, $\chi_0(q,i\omega)=-4\int d^3k\,(2\pi)^{-3}f_k\Delta/(\omega^2+\Delta^2)$, where $f_k$ is the occupation of one spin state and $\Delta=\mathbf q\cdot\mathbf k+q^2/2$ is the excitation energy. Let $k_F=(3\pi^2n)^{1/3}$, $q=k_FQ_s$ and $\omega=k_F^2Q_su$, and measure $k$ in units of $k_F$. Then $\chi_0=-(k_F/\pi^2)L$, with

$$L=\int_0^1\!k^2dk\int_{-1}^{1}\!dt\,\frac{kt+Q_s/2}{Q_s[u^2+(kt+Q_s/2)^2]} .$$

Replacing $(Q_s,t)$ by $(-Q_s,-t)$ leaves $L$ unchanged, so it is even in $Q_s$. The term of the integrand that diverges as $1/Q_s$ is odd in $t$ and integrates to zero. The next term gives

$$L_0(u)=\int_0^1\frac{k^2\,dk}{k^2+u^2}.$$

Inserting the scaled variables and $n=k_F^3/(3\pi^2)$, one finds

$$\varepsilon_c^{\rm RPA}=\frac{3k_F^2}{4\pi}\int_0^\infty\!Q_s^3dQ_s\int_0^\infty\!du\,[\ln(1+y)-y],\quad y=\frac{4L}{\pi k_FQ_s^2}.$$

At high density $k_F$ is large. Choose a dividing value $Q_1$ with $k_F^{-1/2}\ll Q_1\ll1$. Above it $y$ is small, the bracket is $-y^2/2$, and the energy is $-(6/\pi^3)\int dQ_s/Q_s\int L^2du$. Its lower limit contributes $(6/\pi^3)I\ln Q_1$, where $I=\int_0^\infty L_0^2du$.

Below $Q_1$ replace $L$ by $L_0$ and set $b=4L_0/(\pi k_F)$, $s=Q_s^2$ and $S=Q_1^2$. Integration by parts gives, for $S\gg b$,

$$\frac12\int_0^S\left[s\ln\!\left(1+\frac bs\right)-b\right]ds\simeq-\frac{b^2}{8}-\frac{b^2}{4}\ln\frac Sb .$$

Multiplied by $3k_F^2/(4\pi)$ and integrated over $u$, the logarithm becomes $-(3/\pi^3)\int L_0^2(2\ln Q_1-\ln b)\,du$. The terms in $Q_1$ cancel, as they must. Since $b\propto1/k_F\propto r_s$, what remains is $(3I/\pi^3)\ln r_s$ plus a constant.

The integral over $u$ in $I$ uses $\int_0^\infty du/[(k^2+u^2)(t^2+u^2)]=\pi/[2kt(k+t)]$. Hence

$$I=\frac\pi2\int_0^1\!\!\int_0^1\frac{kt}{k+t}\,dk\,dt=\frac\pi3\int_0^1\frac{w\,dw}{1+w}=\frac\pi3(1-\ln2),$$

where the square was divided along its diagonal and $w$ is the ratio of the smaller variable to the larger. This gives $c_0=3I/\pi^3=(1-\ln2)/\pi^2$.

## Low density: where the two powers come from

The first half used $x=r_s^{1/2}$ and the form $G=-2A(1+\alpha_1r_s)\ln[1+1/(2AQ)]$, in which $Q$ contains $\beta_1r_s^{1/2}$, $\beta_2r_s$, $\beta_3r_s^{3/2}$ and $\beta_4r_s^{p+1}$. Matching to $c_0\ln r_s-c_1$ with no square-root term gave $A=c_0$, $\beta_1=\exp(-c_1/2c_0)/(2c_0)$ and $\beta_2=2A\beta_1^2$. For the unpolarized gas $A=0.0310907$, $\beta_1=7.5956$ and $\beta_2=3.5875$. The fitted parameters are $\alpha_1=0.21370$, $\beta_3=1.6382$ and $\beta_4=0.49294$, with $p=1$.

One premise of that matching still needs support, namely the missing square-root term. In the RPA integral, $y$ depends on $r_s/Q_s^2$ and on the even function $L$, where $Q_s$ is the wavevector in units of $k_F$. In the region where $y$ is of order one, $Q_s^2$ is of order $r_s$, and corrections to $L$ bring in further whole powers of $r_s$. In the outer region an expansion in $y$ also gives whole powers. Joining the regions can add logarithms. This power counting leads to $r_s\ln r_s$ and $r_s$ after the constant, with no $r_s^{1/2}$.

Gauss–Legendre quadrature of the RPA integral shows the same behaviour. The energies at $r_s=10^{-5}$ and $10^{-4}$ bohr give a logarithmic coefficient of 0.031089 hartree, and the first of them gives an RPA constant of 0.0711 hartree. When the logarithm and the constant are subtracted, the remainder grows between $r_s=0.001$ and 0.01 as a power of $r_s$ between 0.88 and 0.89, the second digit depending on how precisely the constant is extracted. A pure square root would give 0.5, a pure linear term 1, and a pure $r_s\ln r_s$ term $1+\log_{10}(2/3)=0.82$ over this interval.

The prescription can be applied to this approximate gas as well. Its constant leads to $\beta_1=5.126$ and $\beta_2=1.634$. With these two coefficients and $\alpha_1=\beta_3=\beta_4=0$, the form differs from the RPA energy at $r_s=0.001$ by about $2\times10^{-5}$ hartree. Setting $\beta_2=0$ raises the difference to $6\times10^{-4}$ hartree. The two terms $c_0\ln r_s-c_1$ alone differ from the RPA energy by $2.6\times10^{-5}$ hartree, so the comparison shows that $\beta_2$ removes the square-root term of the form, not that the form reproduces the higher terms. These RPA coefficients do not belong in PW92 for the full gas, whose constant also contains second-order exchange. For the full gas, the published value $c_1=0.046644$ hartree and the absence of a square-root term are taken as inputs. That value is the one built into PW92. It is not derived here and should be read as the constant of the gas only to two figures, 0.047 hartree. The further digits quoted for $\beta_1$ and $\beta_2$ agree with the published values, 7.5957 and 3.5876, to one unit in the last place, and would change with a more accurate $c_1$.

At low density the roles of the terms in $Q$ are reversed. For $p=1$ and $\beta_4>0$ the term $\beta_4r_s^2$ dominates, $Q$ becomes large, and the argument of the logarithm approaches one. With $y_G=1/(2AQ)$ and $\ln(1+y_G)=y_G-y_G^2/2+\cdots$,

$$G=-\frac{1+\alpha_1r_s}{Q}+\frac{1+\alpha_1r_s}{4AQ^2}+\cdots .$$

The factor $2A$ has cancelled from the first term. The second is of order $r_s/r_s^4=r_s^{-3}$, so it cannot affect the powers $r_s^{-1}$, $r_s^{-3/2}$ or $r_s^{-2}$.

To expand the first term, let $w=r_s^{-1/2}$, $a=\beta_3/\beta_4$ and $b=\beta_2/\beta_4$. Then

$$Q=\beta_4w^{-4}\left[1+aw+bw^2+O(w^3)\right],$$

$$\frac1Q=\frac{w^4}{\beta_4}\left[1-aw+(a^2-b)w^2+O(w^3)\right].$$

The numerator is $1+\alpha_1r_s=\alpha_1w^{-2}+1$. Multiplying term by term gives

$$G=-\frac1{\beta_4}\left\{\alpha_1w^2-\alpha_1aw^3+\left[1+\alpha_1(a^2-b)\right]w^4+O(w^5)\right\}.$$

In terms of $r_s$ this is

$$\boxed{G=-\frac{d_0}{r_s}+\frac{d_1}{r_s^{3/2}}-\frac{d_2}{r_s^2}+O(r_s^{-5/2})},$$

$$d_0=\frac{\alpha_1}{\beta_4},\qquad d_1=\frac{\alpha_1\beta_3}{\beta_4^2},$$

$$d_2=\frac1{\beta_4}-\frac{\alpha_1\beta_2}{\beta_4^2}+\frac{\alpha_1\beta_3^2}{\beta_4^3}.$$

Each ingredient has a visible task. The denominator alone would make the energy fall as $r_s^{-2}$. The factor $1+\alpha_1r_s$ raises this to $r_s^{-1}$. The term with $\beta_3$ is smaller than the dominant term of $Q$ by $r_s^{-1/2}$ and so supplies $r_s^{-3/2}$, with a positive sign because it enlarges the denominator. If $\alpha_1$ were zero, both powers would disappear. If $\beta_3$ were zero, the second would. The high-density constraint enters this series through $\beta_2$ in $d_2$, two half-powers beyond the leading term.

The exponent $p$ also matters. For $p>1/2$ the last term of $Q$ still dominates, and the leading energy is $-(\alpha_1/\beta_4)r_s^{-p}$. The correction from $\beta_3$ is $(\alpha_1\beta_3/\beta_4^2)r_s^{1/2-2p}$. The choice $p=1$ gives the pair $r_s^{-1}$ and $r_s^{-3/2}$, whereas $p=3/4$ would give $r_s^{-3/4}$ and $r_s^{-1}$. The low-density powers are therefore a property of the form together with $p=1$.

Those powers are wanted because electrons at low density can lower their repulsion by localizing about the sites of a lattice. All distances scale with $r_s$, so the electrostatic energy of electrons fixed at the sites, in the uniform positive background, is proportional to $1/r_s$. An electron displaced from its site feels a restoring force whose constant scales as energy over length squared, or $r_s^{-3}$. With unit mass its frequency scales as $r_s^{-3/2}$, and so does its zero-point energy.

The correlation energy is what remains after the noninteracting kinetic energy and the exchange energy of the uniform gas are removed. Since $k_F\propto1/r_s$, the kinetic energy $3k_F^2/10$ is proportional to $r_s^{-2}$ and affects neither of the first two powers. The exchange energy per electron is

$$\varepsilon_x=-\frac34\left(\frac{3n}{\pi}\right)^{1/3}=-\frac{0.458165}{r_s},$$

and it must be subtracted from the electrostatic coefficient.

For a body-centred cubic (bcc) lattice the electrostatic energy can be summed by Ewald's method. Each $1/r$ is divided into $\operatorname{erfc}(\eta r)/r$, summed over sites, and $\operatorname{erf}(\eta r)/r$, summed over reciprocal vectors $\mathbf K$. At $r_s=1$ the volume per electron is $\Omega=4\pi/3$, and the energy of one electron in the field of all the others and the background is

$$\phi=\sum_{\mathbf R\neq0}\frac{\operatorname{erfc}(\eta R)}R+\frac{4\pi}\Omega\sum_{\mathbf K\neq0}\frac{e^{-K^2/4\eta^2}}{K^2}-\frac{2\eta}{\sqrt\pi}-\frac{\pi}{\Omega\eta^2}.$$

The third term removes the electron's smooth interaction with itself. The fourth is the interaction of the short-range part with the background, since $\int\operatorname{erfc}(\eta r)r^{-1}d^3r=\pi/\eta^2$. The potential so defined averages to zero over the cell, so the background adds no further energy, and the energy per electron is $\phi/2$. The sum gives $-0.895929/r_s$ hartree. Removing exchange leaves

$$d_0^{\rm bcc}=0.895929-0.458165=0.437764 .$$

The PW92 value is $d_0=0.21370/0.49294=0.4335$, which is 1.0% below the lattice value. It results from the fitted parameters and was not set equal to the lattice value here.

The zero-point coefficient can be estimated by letting one electron move while the others stay fixed. At its site the other point charges have no density, so only the background enters Poisson's equation. For the energy $\phi$ of a negative charge,

$$\nabla^2\phi=4\pi n=\frac3{r_s^3}.$$

Cubic symmetry divides this equally among the three directions, so $\omega^2=1/r_s^3$. A central finite difference of the Ewald energy gives 0.99998 for $\omega^2r_s^3$, in agreement with this. Three oscillators, each with energy $\omega/2$, contribute

$$\varepsilon_{\rm Einstein}=\frac{3}{2r_s^{3/2}} .$$

This is an upper bound for the harmonic zero-point energy of the bcc lattice, provided the lattice is stable. The average of the dynamical matrix over all phonon wavevectors is its on-site block, which describes the motion of one electron with the others fixed. The mean of $\omega^2$ over all modes is therefore $1/r_s^3$. The mean of $\omega$ cannot exceed the square root of that value. The PW92 coefficient,

$$d_1=0.433521\times\frac{1.6382}{0.49294}=1.4407,$$

lies below the bound of 1.5. The bound does not tell how close it is to the true phonon coefficient. Summing $\omega/2$ over the full harmonic phonon spectrum of the bcc lattice gives about 1.33, so the PW92 value is roughly 8% higher.

The next power of the form is also reasonable. A typical displacement is $\omega^{-1/2}\propto r_s^{3/4}$. The quartic term in the potential energy scales as displacement to the fourth power over $r_s^5$, which gives $r_s^{-2}$, and the cubic term taken to second order has the same power. For one electron moving among fixed neighbours the quartic part obeys Laplace's equation and averages to zero over the isotropic ground state. It contributes only through the correlated motion of the phonons, by about $+0.19\,r_s^{-2}$ hartree for the bcc lattice. The noninteracting kinetic energy has this same power. The agreement concerns the power and says nothing about the accuracy of $d_2=3.662$.

How soon the series becomes useful can be judged from the ratio of its second term to its first, $d_1/(d_0\sqrt{r_s})=3.32/\sqrt{r_s}$. The ratio equals one near $r_s=11$, so the expansion requires densities much lower than that. At $r_s=100$ bohr the four terms of $Q$ are 76.0, 358.7, 1638.2 and 4929.4, with sum 7002.3. Hence

$$-\frac{1+21.37}{7002.3}=-0.003195\ \text{hartree}.$$

The logarithm reduces the magnitude by about $y_G/2=0.1\%$, and $G=-0.003191$ hartree. The truncated series compares with $G$ as follows, in millihartree:

| $r_s$ (bohr) | $G$ | one term | two terms | three terms |
|---|---|---|---|---|
| 100 | −3.191 | −4.335 | −2.894 | −3.261 |
| 1000 | −0.3914 | −0.4335 | −0.3880 | −0.3916 |
| 10000 | −0.04195 | −0.04335 | −0.04191 | −0.04195 |

At $r_s=100$ the leading term is too large in magnitude by 36%, relative to $G$. Two terms are too small by 9%, and three are too large by 2%. The leading term alone is a poor substitute for the function even at this low density, because its corrections fall only as half-powers of $r_s$.

Between the two limits the form is an interpolation. At $r_s=1$ the sum is $Q=13.314$, so $2AQ=0.828$ and neither expansion of the logarithm is accurate at low order. There the quality of $G$ depends on the data used to fit $\alpha_1$, $\beta_3$ and $\beta_4$. The form is smooth in $r_s$ and does not describe a transition between a fluid and a crystal.

A self-consistent calculation also needs the correlation potential $v_c=d(n\varepsilon_c)/dn$. Since $dn/n=-3\,dr_s/r_s$,

$$v_c=\varepsilon_c-\frac{r_s}3\frac{d\varepsilon_c}{dr_s}.$$

A term $r_s^m$ in the energy is therefore multiplied by $1-m/3$ in the potential. The low-density potential begins with $-\tfrac43d_0/r_s+\tfrac32d_1/r_s^{3/2}$. At high density, a square-root term left by a wrong $\beta_2$ would pass into the potential with the factor $5/6$, so the error would not stay confined to the total energy.

For a refit with $p=1$, the count of free parameters now follows. The constants $c_0$ and $c_1$ determine $A$, $\beta_1$ and $\beta_2$, while $\alpha_1$, $\beta_3$ and $\beta_4$ remain. If chosen values of $d_0$ and $d_1$ are also to be imposed, the formulas above give

$$\alpha_1=d_0\beta_4,\qquad \beta_3=\frac{d_1}{d_0}\beta_4,$$

and $\beta_4$ alone is left to the data. Imposing a chosen $c_2$ as well would fix $\alpha_1=c_2/c_0$ and hence $\beta_4=c_2/(c_0d_0)$. Nothing would then remain to adjust at intermediate density, and any misfit there would call for a more flexible form.
